**Nuclear potential shifts from two treatments of leaked core charge**

For a core shell of $N$ electrons with density proportional to $e^{-\kappa r}$ on a bcc lattice, the program compares two ways of placing the charge $q$ that leaks out of spheres of radius $R$. With the zero of energy at the cell average, the shift at the nucleus is $q(\bar\psi_I-\langle\psi\rangle_{\rm out})$ for uniform interstitial spreading and $q(\langle\psi\rangle_{\rm in}-\langle\psi\rangle_{\rm out})$ for renormalization. Here $\psi$ is the zero-average potential of a lattice of unit charges in a neutralizing background; $\bar\psi_I$ is its interstitial average, and "in" and "out" are averages weighted with the core density inside and outside $R$. The program asserts that these formulas, and their counterparts measured from the interstitial average, agree with reciprocal-lattice sums that use numerically integrated form factors. The cases are three sphere radii with a compact core and one slow tail that reaches past neighbouring nuclei. It also asserts that the Ewald constant is the same for two splitting parameters, and that uniform spreading gives less than a tenth of the renormalization shift for the compact core. In the main case the output shows −4.3 meV for uniform spreading and 0.680 eV for renormalization, or −10.1 meV and 0.734 eV when measured from the interstitial average.

## Numerical verification

```python
"""
Core charge leaking out of muffin-tin spheres: shift of the electrostatic
potential energy of an electron at the nucleus, relative to the true tails.

Result under test (Hartree atomic units, zero cell average of the potential):
  uniform spreading : shift = q * (<psi>_interstitial - <psi>_out)
  renormalization   : shift = q * (<psi>_in           - <psi>_out)
q   : core charge outside its own sphere of radius R
psi : zero-average potential of a bcc lattice of unit charges + background
in/out : averages weighted with the core density inside/outside R
Core density: n(r) = N kappa^3 exp(-kappa r) / (8 pi).
Shifts measured from the interstitial average are tested as well; they
include the tails of neighbouring atoms that enter each sphere.
Independent road: reciprocal-lattice sums with numerical form factors.
"""
import numpy as np
from scipy.special import erfc
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
pi = np.pi
a = 6.0                      # cubic lattice constant, bohr
N = 6.0                      # electrons in the core shell
omega = a**3 / 2             # primitive cell volume
b = 2 * pi / (3 * omega)     # coefficient of r^2 in psi
gl_x, gl_w = np.polynomial.legendre.leggauss(40)

# Distances from one site to all others (bcc), in increasing order
k = np.arange(-5, 6)
cube = np.array(np.meshgrid(k, k, k)).reshape(3, -1).T
sites = a * np.vstack([cube, cube + 0.5])
dist = np.sort(np.linalg.norm(sites, axis=1))
dist = dist[(dist > 1e-9) & (dist < 4.4 * a)]
d_nn = dist[0]

# Reciprocal shells: h^2+k^2+l^2 = m, and bcc allows even m only
m_max = 12000
line = np.zeros(m_max + 1)
line[0] = 1
line[np.arange(1, int(m_max**0.5) + 1)**2] = 2
plane = np.convolve(line, line)[:m_max + 1]
count = np.convolve(plane, line)[:m_max + 1]
m = np.arange(2, m_max + 1, 2)
m = m[count[m] > 0.5]
mult = count[m]
G = 2 * pi / a * np.sqrt(m)


def ewald_constant(eta):
    """Potential at a site from all other unit charges and the background."""
    real = np.sum(erfc(eta * dist) / dist)
    recip = 4 * pi / omega * np.sum(mult * np.exp(-G**2 / (4 * eta**2)) / G**2)
    return real + recip - 2 * eta / pi**0.5 - pi / (eta**2 * omega)


xi = ewald_constant(0.5)
assert abs(xi - ewald_constant(0.8)) < 1e-10


def outer_moments(radius, kappa):
    """Integrals of n, n/r and n r^2 over all space beyond the radius."""
    x = kappa * radius
    e = N * np.exp(-x)
    charge = e * (1 + x + x**2 / 2)
    inverse = e * kappa / 2 * (1 + x)
    square = 12 * e / kappa**2 * (1 + x + x**2/2 + x**3/6 + x**4/24)
    return charge, inverse, square


def passing_term(s, kappa):
    """Integral of n (1/r - 1/s) over r > s."""
    charge, inverse, _ = outer_moments(s, kappa)
    return inverse - charge / s


def closed_form(R, kappa):
    V = 4 * pi * R**3 / 3
    V_int = omega - V
    q, inv_out, sq_out = outer_moments(R, kappa)
    q_in = N - q
    inv_in = N * kappa / 2 - inv_out
    sq_in = 12 * N / kappa**2 - sq_out
    beyond = np.sum(passing_term(dist, kappa))   # charge past other nuclei
    psi_out = (inv_out + xi * q + b * sq_out + beyond) / q
    psi_in = (inv_in + xi * q_in + b * sq_in) / q_in
    psi_sphere = 1.5 / R + xi + 0.6 * b * R**2
    psi_int = -V / V_int * psi_sphere
    U = q * (psi_int - psi_out)
    Nn = q * (psi_in - psi_out)
    # the same term averaged over the neighbouring balls, not their centres;
    # weight = distribution of distances from the origin within each ball
    d = dist[:, None]
    s = d + R * gl_x
    weight = 0.75 / R**3 * s * (R**2 - (s - d)**2) / d
    ball_beyond = np.sum(R * gl_w * weight * passing_term(s, kappa))
    # shifts measured from the interstitial average
    D_flat = U * omega / V_int
    D_neigh = -V / V_int * (ball_beyond - beyond)
    D_U = D_flat + D_neigh
    c2 = b - 0.5 / R**3
    ball = q / q_in * (psi_sphere * q_in + c2 * sq_in)
    ball += q / V_int * (psi_sphere * V + c2 * 4 * pi * R**5 / 5)
    D_N = D_U + Nn - U + V / V_int * ball
    return dict(q=q, U=U, N=Nn, D_U=D_U, D_N=D_N, psi_in=psi_in,
                psi_out=psi_out, psi_int=psi_int, psi_sphere=psi_sphere,
                inv_in=inv_in / q_in, inv_out=inv_out / q,
                beyond=beyond, V=V, V_int=V_int, ball=ball,
                D_flat=D_flat, D_neigh=D_neigh)


def core_density(r, kappa):
    return N * kappa**3 / (8 * pi) * np.exp(-kappa * r)


def radial_transform(lo, hi, panels, kappa):
    """Charge and Fourier components of n restricted to lo < r < hi."""
    edges = np.linspace(lo, hi, panels + 1)
    half = (hi - lo) / panels / 2
    r = ((edges[:-1] + half)[:, None] + half * gl_x).ravel()
    w = np.tile(half * gl_w, panels)
    n = core_density(r, kappa)
    phase = np.outer(G, r)
    np.sin(phase, out=phase)
    return 4 * pi * np.sum(w * r**2 * n), 4 * pi / G * (phase @ (w * r * n))


def reciprocal_sum(R, kappa):
    V_int = omega - 4 * pi * R**3 / 3
    q_in, inner = radial_transform(0.0, R, 10, kappa)
    q, tail = radial_transform(R, R + 30 / kappa, 40, kappa)
    step = 4 * pi * (np.sin(G * R) - G * R * np.cos(G * R)) / G**3
    change_U = -tail - q / V_int * step
    change_N = -tail + q / q_in * inner
    coulomb = mult * 4 * pi / (omega * G**2)
    # A narrow Gaussian average at the nucleus makes the sum converge fast.
    # By Poisson's equation it shifts the value by -2 pi width^2 times the
    # density change there, which is the removed tails of the neighbours.
    width = 0.05
    damping = np.exp(-(width * G)**2 / 2)
    change_at_nucleus = -np.sum(core_density(dist, kappa))
    U = np.sum(coulomb * change_U * damping)
    U += 2 * pi * width**2 * change_at_nucleus
    Nn = np.sum(coulomb * change_N)
    int_U = -np.sum(coulomb * change_U * step) / V_int
    int_N = -np.sum(coulomb * change_N * step) / V_int
    return dict(q=q, U=U, N=Nn, D_U=U - int_U, D_N=Nn - int_N)


kappa = 4.0
cases = [(2.5, kappa), (2.25, kappa), (2.0, kappa), (2.5, 1.5)]
closed, summed = {}, {}
for case in cases:
    assert 2 * case[0] < d_nn
    c = closed[case] = closed_form(*case)
    s = summed[case] = reciprocal_sum(*case)
    assert abs(c["q"] - s["q"]) < 1e-9
    assert abs(c["U"] - s["U"]) < 1e-6
    assert abs(c["D_U"] - s["D_U"]) < 5e-6
    # cusp of the renormalized density: slow decay of the truncated sum
    assert abs(c["N"] - s["N"]) < 1e-3 * abs(c["N"])
    assert abs(c["D_N"] - s["D_N"]) < 1e-3 * abs(c["D_N"])

# For the compact core, uniform spreading is much the smaller error
for case in cases[:3]:
    c = closed[case]
    assert abs(c["U"]) < 0.1 * abs(c["N"])
    assert abs(c["D_U"]) < 0.1 * abs(c["D_N"])
# The slow tail really exercises the term from charge past other nuclei
assert abs(closed[cases[3]]["beyond"]) > 1e-4

R = 2.5
c, s = closed[(R, kappa)], summed[(R, kappa)]
S = (3 * omega / (4 * pi))**(1 / 3)
print(f"lattice constant a = {a:.2f} bohr")
print(f"nearest-neighbour distance = {d_nn:.4f} bohr")
print(f"shell occupation N = {N:.0f} electrons")
print(f"decay constant kappa = {kappa:.2f} 1/bohr")
print(f"sphere radius R = {R:.2f} bohr, kappa*R = {kappa*R:.2f}")
print(f"cell volume = {omega:.3f} bohr^3")
print(f"sphere volume = {c['V']:.3f} bohr^3")
print(f"interstitial volume = {c['V_int']:.3f} bohr^3")
print(f"equal-volume cell radius S = {S:.4f} bohr")
print(f"Ewald constant xi = {xi:.6f} 1/bohr, xi*S = {xi*S:.5f}")
print(f"leaked charge q = {c['q']:.6f} electrons")
print(f"leaked fraction q/N = {100*c['q']/N:.4f} percent")
print(f"mean 1/r inside = {c['inv_in']:.5f} 1/bohr")
print(f"mean 1/r of tail = {c['inv_out']:.5f} 1/bohr")
print(f"kernel mean, plain sphere = {c['psi_sphere']:.6f} 1/bohr")
print(f"kernel mean, core inside = {c['psi_in']:.6f} 1/bohr")
print(f"kernel mean, tail = {c['psi_out']:.6f} 1/bohr")
print(f"kernel mean, interstitial = {c['psi_int']:.6f} 1/bohr")
print(f"term from charge past other nuclei = {c['beyond']:.2e} hartree")
print(f"ball integral of delta*chi = {c['ball']:.6f} hartree")
print("Shifts at the nucleus, zero cell average:")
for key, name in (("U", "uniform"), ("N", "renormalized")):
    print(f"  {name}: {c[key]:.7f} hartree = {c[key]*HARTREE_EV:.5f} eV")
    print(f"  {name}, reciprocal sum: {s[key]:.7f} hartree")
print(f"  size ratio renormalized/uniform = {abs(c['N']/c['U']):.1f}")
print("Shifts at the nucleus, zero interstitial average:")
print(f"  uniform, without neighbour tails: {c['D_flat']:.7f} hartree")
print(f"  neighbour tails inside spheres add: {c['D_neigh']:.7f} hartree")
for key, name in (("D_U", "uniform"), ("D_N", "renormalized")):
    print(f"  {name}: {c[key]:.7f} hartree = {c[key]*HARTREE_EV:.5f} eV")
    print(f"  {name}, reciprocal sum: {s[key]:.7f} hartree")
print(f"  size ratio renormalized/uniform = {abs(c['D_N']/c['D_U']):.1f}")
print("Other sphere radii, same core, zero cell average:")
for case in cases[1:3]:
    t = closed[case]
    print(f"  R = {case[0]:.2f} bohr: q = {t['q']:.5f} electrons")
    print(f"    uniform {t['U']*HARTREE_EV:.4f} eV, "
          f"renormalized {t['N']*HARTREE_EV:.4f} eV")
t = closed[cases[3]]
print(f"Slow-tail test: kappa = {cases[3][1]:.2f} 1/bohr, R = {R:.2f} bohr")
print(f"  q = {t['q']:.4f} electrons")
print(f"  term from charge past other nuclei = {t['beyond']:.6f} hartree")
print(f"  uniform: closed {t['U']:.6f} hartree, "
      f"sum {summed[cases[3]]['U']:.6f} hartree")
print("tests ok")
```

It prints:

```
lattice constant a = 6.00 bohr
nearest-neighbour distance = 5.1962 bohr
shell occupation N = 6 electrons
decay constant kappa = 4.00 1/bohr
sphere radius R = 2.50 bohr, kappa*R = 10.00
cell volume = 108.000 bohr^3
sphere volume = 65.450 bohr^3
interstitial volume = 42.550 bohr^3
equal-volume cell radius S = 2.9542 bohr
Ewald constant xi = -0.606539 1/bohr, xi*S = -1.79186
leaked charge q = 0.016616 electrons
leaked fraction q/N = 0.2769 percent
mean 1/r inside = 2.00455 1/bohr
mean 1/r of tail = 0.36066 1/bohr
kernel mean, plain sphere = 0.066183 1/bohr
kernel mean, core inside = 1.412172 1/bohr
kernel mean, tail = -0.092259 1/bohr
kernel mean, interstitial = -0.101802 1/bohr
term from charge past other nuclei = -1.02e-07 hartree
ball integral of delta*chi = 0.001430 hartree
Shifts at the nucleus, zero cell average:
  uniform: -0.0001586 hartree = -0.00431 eV
  uniform, reciprocal sum: -0.0001586 hartree
  renormalized: 0.0249982 hartree = 0.68024 eV
  renormalized, reciprocal sum: 0.0249979 hartree
  size ratio renormalized/uniform = 157.7
Shifts at the nucleus, zero interstitial average:
  uniform, without neighbour tails: -0.0004025 hartree
  neighbour tails inside spheres add: 0.0000299 hartree
  uniform: -0.0003725 hartree = -0.01014 eV
  uniform, reciprocal sum: -0.0003725 hartree
  renormalized: 0.0269838 hartree = 0.73427 eV
  renormalized, reciprocal sum: 0.0269835 hartree
  size ratio renormalized/uniform = 72.4
Other sphere radii, same core, zero cell average:
  R = 2.25 bohr: q = 0.03739 electrons
    uniform -0.0122 eV, renormalized 1.5259 eV
  R = 2.00 bohr: q = 0.08252 electrons
    uniform -0.0524 eV, renormalized 3.3474 eV
Slow-tail test: kappa = 1.50 1/bohr, R = 2.50 bohr
  q = 1.6624 electrons
  term from charge past other nuclei = -0.022949 hartree
  uniform: closed -0.061122 hartree, sum -0.061122 hartree
tests ok
```
